# Proper and improper transverse piezoelectric constants of a polarized crystal: verification in Python

```python
"""
Result under test: for a crystal polarized along axis 3, at zero macroscopic field,
    e31_proper - e31_improper = P3.
e31_improper = dP3/d(strain1); e31_proper = charge driven through a material face
normal to axis 3, per reference area and per unit strain1.
P3 must be on the branch that is differentiated. It is the spontaneous polarization
Ps when measured from a centrosymmetric reference carrying the same strain.

Model: sites A and B alternate along axis 3; each ion has charge +1 and there are
two electrons per cell. B sits at fractional height 1/2 - eta. Chains are coupled
laterally. Lengths are in nm, energies in eV, polarization in uC/cm2.
The electrons do not interact, so a finite slab has no depolarizing field.
"""
import numpy as np
from scipy.constants import e as E_CHARGE, k as K_B, epsilon_0

A0, C0 = 0.400, 0.404          # cell edges
ETA0 = 0.040                   # fractional polar displacement
T0, D0, POWER = 2.0, 0.200, 3.5  # hopping T0*(D0/d)**POWER
DELTA, TAU = 1.6, 0.10         # site energy and lateral hopping
G1, G3 = 8.0, 20.0             # response of eta to strains 1 and 3
H = 1.0e-3                     # finite-difference strain
UNIT = E_CHARGE * 1e18 * 100   # one e/nm2 expressed in uC/cm2


def crystal(s1=0.0, s3=0.0, eta0=ETA0, relax=1.0, nk=4):
    """Cell, hoppings and lateral-k site energies at strains s1 and s3."""
    a1, c = A0 * (1 + s1), C0 * (1 + s3)
    eta = eta0 * (1 + relax * (-G1 * s1 + G3 * s3))
    sb = 0.5 - eta
    t1 = T0 * (D0 / (sb * c))**POWER
    t2 = T0 * (D0 / ((1 - sb) * c))**POWER
    cosine = np.cos((np.arange(nk) + 0.5) * np.pi / nk)
    tau1 = TAU * (A0 / a1)**POWER
    site = DELTA + 2 * tau1 * cosine[:, None] + 2 * TAU * cosine[None, :]
    return a1, c, sb, t1, t2, site.ravel()


def slab(state, ncell, start):
    """Dipole (e nm) and macroscopic top-face charge (e) per lateral cell.
    start=0 gives A...B termination, start=1 gives B...A termination."""
    _, c, sb, t1, t2, site = state
    m = np.arange(start, start + 2 * ncell)
    z = c * (m // 2 + (m % 2) * sb)
    bond = np.where(m[:-1] % 2 == 0, t1, t2)
    sign = np.where(m % 2 == 0, 1.0, -1.0)
    chain = np.diag(bond, 1) + np.diag(bond, -1)
    ham = chain[None] + site[:, None, None] * np.diag(sign)[None]
    _, vec = np.linalg.eigh(ham)
    electrons = 2 * np.mean(np.sum(vec[:, :, :ncell]**2, axis=2), axis=0)
    charge = 1 - electrons
    ramp = np.clip((z - c * (ncell // 2)) / c, 0, 1)
    return charge @ z, charge @ ramp


def measure(s1=0.0, s3=0.0, eta0=ETA0, relax=1.0, start=0):
    """P = dipole per added volume; face charge per REFERENCE area."""
    state = crystal(s1, s3, eta0, relax)
    thin, thick = 48, 60
    d_thin, _ = slab(state, thin, start)
    d_thick, q = slab(state, thick, start)
    volume = state[0] * A0 * state[1] * (thick - thin)
    return np.array([UNIT * (d_thick - d_thin) / volume, UNIT * q / A0**2])


def slopes(dir1=1.0, dir3=0.0, **kw):
    """Improper and proper constants along a strain direction."""
    return (measure(H * dir1, H * dir3, **kw)
            - measure(-H * dir1, -H * dir3, **kw)) / (2 * H)


def bloch(state, ntheta):
    """Two-site Bloch Hamiltonian and fractional velocity operator."""
    _, _, sb, t1, t2, site = state
    phase = np.exp(-2j * np.pi * np.arange(ntheta) / ntheta)
    ham = np.zeros((len(site), ntheta, 2, 2), complex)
    vel = np.zeros_like(ham)
    ham[..., 0, 0], ham[..., 1, 1] = site[:, None], -site[:, None]
    ham[..., 0, 1] = t1 + t2 * phase
    ham[..., 1, 0] = np.conj(ham[..., 0, 1])
    vel[..., 0, 1] = 1j * (sb * t1 + (sb - 1) * t2 * phase)
    vel[..., 1, 0] = np.conj(vel[..., 0, 1])
    return ham, vel


def reduced_polarization(state, ntheta=1000):
    """Ionic plus Berry-phase polarization in units e/(lateral cell area)."""
    sb = state[2]
    ham, _ = bloch(state, ntheta)
    u = np.linalg.eigh(ham)[1][..., :, 0]
    link = np.sum(np.conj(u) * np.roll(u, -1, axis=1), axis=-1)
    berry = -np.angle(np.prod(link / np.abs(link), axis=1))
    centre = np.mean(berry) / (2 * np.pi) + sb * np.mean(np.abs(u[..., 1])**2)
    return sb - 2 * centre


def adiabatic_current(relax=1.0):
    """Moving-site and interband parts of the proper 31 constant."""
    state = crystal(relax=relax)
    step = 1e-5
    plus, minus = crystal(step, relax=relax), crystal(-step, relax=relax)
    ham, vel = bloch(state, 400)
    dham = (bloch(plus, 400)[0] - bloch(minus, 400)[0]) / (2 * step)
    dsb = (plus[2] - minus[2]) / (2 * step)
    energy, vec = np.linalg.eigh(ham)
    v, c = vec[..., :, 0], vec[..., :, 1]
    v_vel_c = np.einsum('...i,...ij,...j->...', v.conj(), vel, c)
    c_dh_v = np.einsum('...i,...ij,...j->...', c.conj(), dham, v)
    gap = energy[..., 1] - energy[..., 0]
    interband = np.mean(2 * np.imag(v_vel_c * c_dh_v) / gap**2)
    moving = dsb * (1 - 2 * np.mean(np.abs(v[..., 1])**2))
    return UNIT / A0**2 * np.array([moving, -2 * interband])


# Full tensor relation from explicit areas of deformed faces.
rng = np.random.default_rng(4)
p_test, e_test = rng.normal(size=3), rng.normal(size=(3, 3, 3))


def face_charges(f):
    pol = p_test + np.einsum('ijk,jk->i', e_test, f - np.eye(3))
    return np.array([pol @ np.cross(f[:, (i + 1) % 3], f[:, (i + 2) % 3])
                     for i in range(3)])


numeric = np.zeros((3, 3, 3))
for j in range(3):
    for k in range(3):
        df = np.zeros((3, 3))
        df[j, k] = 1e-5
        numeric[:, j, k] = (face_charges(np.eye(3) + df)
                            - face_charges(np.eye(3) - df)) / 2e-5
delta = np.eye(3)
formula = (e_test + np.einsum('jk,i->ijk', delta, p_test)
           - np.einsum('ij,k->ijk', delta, p_test))
assert np.allclose(numeric, formula, atol=1e-8)
shear_shift = 0.5 * ((numeric - e_test)[0, 0, 2] + (numeric - e_test)[0, 2, 0])
assert abs(shear_shift + p_test[2] / 2) < 1e-8

# Polarization and constants on two branches and for the reference crystal.
TOL = 0.02  # uC/cm2: finite differences and discretized Berry phases
ab, ba, ref = measure(), measure(start=1), measure(eta0=0.0)
k_ab, k_ba, k_ref = slopes(), slopes(start=1), slopes(eta0=0.0)
quantum = UNIT / A0**2
ps = ab[0] - ref[0]
imp, prop = k_ab - k_ref
for value, constants in [(ab, k_ab), (ba, k_ba), (ref, k_ref)]:
    assert abs(value[0] - value[1]) < TOL
    assert abs(constants[1] - constants[0] - value[0]) < TOL
assert abs(ba[0] - ab[0] - quantum) < TOL
assert abs(k_ba[0] - k_ab[0] + quantum) < TOL
assert abs(k_ba[1] - k_ab[1]) < TOL
assert abs(ref[0] + quantum / 2) < TOL and abs(k_ref[1]) < TOL
assert ps > 1 and abs(prop - imp - ps) < TOL

# Berry phases and the adiabatic current are independent of the slabs.
p_red = reduced_polarization(crystal())
p_dense = reduced_polarization(crystal(nk=8))
berry_prop = quantum * (reduced_polarization(crystal(H))
                        - reduced_polarization(crystal(-H))) / (2 * H)
current = adiabatic_current()
assert abs(quantum * p_red - ab[0]) < TOL
assert abs(quantum * (p_dense - p_red)) < TOL
assert abs(berry_prop - prop) < TOL
assert abs(current.sum() - prop) < TOL

# Frozen reduced coordinates, reversed domain, longitudinal and free-top cases.
frozen = slopes(relax=0.0) - k_ref
assert abs(frozen[1] - frozen[0] - ps) < TOL
assert abs(adiabatic_current(0.0).sum() - frozen[1]) < TOL
reverse_p = measure(eta0=-ETA0)[0] - ref[0]
reverse = slopes(eta0=-ETA0) - k_ref
assert abs(reverse_p + ps) < TOL
assert np.allclose(reverse, [-imp, -prop], atol=TOL)
k33 = slopes(0.0, 1.0) - slopes(0.0, 1.0, eta0=0.0)
assert abs(k33[1] - k33[0]) < TOL and abs(k33[1]) > 10
RATIO = 0.7  # rough elastic ratio c13/c33
free = slopes(1.0, -RATIO) - slopes(1.0, -RATIO, eta0=0.0)
assert abs(free[1] - free[0] - ps) < TOL
assert abs(free[1] - (prop - RATIO * k33[1])) < 0.05

# Film example and sizes of neglected effects.
STRAIN, THICK, SIDE = 1e-3, 500.0, 100.0  # dimensionless, nm, um
SCREEN, EPS_R = 0.05, 100.0               # rough: nm per electrode, relative
PYRO, TEMP = 0.02, 300.0                 # rough: uC/cm2/K; K
signal, wrong = prop * STRAIN, imp * STRAIN
to_pc = (SIDE * 1e-4)**2 * 1e6           # uC/cm2 to pC on this electrode
nonlinear = measure(STRAIN)[1] - ab[1] - signal
load = 2 * SCREEN * EPS_R / THICK
field = (ps * 0.01) * 2 * SCREEN / (THICK * epsilon_0 * (1 + load)) * 1e-8
base = crystal()
gap_min = 2 * np.hypot(DELTA - 4 * TAU, base[3] - base[4])


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Model inputs (round values)")
print(f"cell edges a, c: {A0:.3f}, {C0:.3f} nm")
print(f"eta; responses G1, G3: {ETA0:.3f}; {G1:.1f}, {G3:.1f}")
print(f"T0, site energy, lateral hopping: {T0:.2f}, {DELTA:.2f}, {TAU:.2f} eV")
print(f"hopping length and power: {D0:.3f} nm, {POWER:.1f}")
show("polar displacement eta*c", ETA0 * C0, "nm", 4)
print(f"hopping on short, long bond: {base[3]:.3f}, {base[4]:.3f} eV")
show("smallest bulk gap", gap_min, "eV")
print("Polarization")
show("polarization quantum e/a^2", quantum, "uC/cm2")
show("reduced polarization, Berry phase", p_red, "", 5)
show("formal P, A...B slab", ab[0], "uC/cm2")
show("formal P, B...A slab", ba[0], "uC/cm2")
show("formal P, centrosymmetric reference", ref[0], "uC/cm2")
show("spontaneous polarization Ps", ps, "uC/cm2")
print("Transverse constants")
show("improper e31, A...B branch", k_ab[0], "uC/cm2")
show("improper e31, B...A branch", k_ba[0], "uC/cm2")
show("proper e31, A...B slab", k_ab[1], "uC/cm2")
show("proper e31, B...A slab", k_ba[1], "uC/cm2")
show("improper e31 from Ps", imp, "uC/cm2")
show("proper minus improper from Ps", prop - imp, "uC/cm2")
print(f"main results proper, improper, Ps: {prop/100:.4f}, "
      f"{imp/100:.4f}, {ps/100:.4f} C/m2")
show("proper e31 from Berry phases", berry_prop, "uC/cm2")
show("adiabatic current, moving sites", current[0], "uC/cm2")
show("adiabatic current, interband", current[1], "uC/cm2")
show("adiabatic current, sum", current.sum(), "uC/cm2")
print(f"frozen coordinates, proper and improper: {frozen[1]:.3f}, "
      f"{frozen[0]:.3f} uC/cm2")
print(f"e33, proper and improper: {k33[1]:.3f}, {k33[0]:.3f} uC/cm2")
print("Film example")
print(f"strain, thickness, electrode side: {100*STRAIN:.2f} %, "
      f"{THICK:.0f} nm, {SIDE:.0f} um")
show("face-charge change, proper", signal, "uC/cm2", 5)
show("face-charge change if improper is used", wrong, "uC/cm2", 5)
show("collected charge, proper", signal * to_pc, "pC")
show("collected charge if improper is used", wrong * to_pc, "pC")
show("relative error of improper value", 100 * (wrong / signal - 1), "%", 2)
print("Neglected effects (rough inputs)")
show("elastic ratio c13/c33", RATIO, "", 2)
show("extra face charge, free top", -RATIO * k33[1] * STRAIN, "uC/cm2", 5)
print(f"free-top constants, proper and improper: {free[1]:.3f}, "
      f"{free[0]:.3f} uC/cm2")
show("second- and higher-order strain charge", nonlinear, "uC/cm2", 6)
print(f"screening length per electrode, permittivity: {SCREEN:.2f} nm, {EPS_R:.0f}")
show("signal loss by imperfect screening", 100 * load / (1 + load), "%", 2)
show("depolarizing field magnitude", field, "MV/cm", 4)
show("pyroelectric charge magnitude for 1 K", PYRO, "uC/cm2", 3)
show("temperature drift equal to signal", abs(signal) / PYRO, "K", 2)
show("90-degree switched fraction equal to signal", 100 * abs(signal) / ps, "%", 3)
print(f"temperature, kT: {TEMP:.0f} K, {K_B*TEMP/E_CHARGE:.4f} eV")
print("all tests passed")
```

Running it gives:

```
Model inputs (round values)
cell edges a, c: 0.400, 0.404 nm
eta; responses G1, G3: 0.040; 8.0, 20.0
T0, site energy, lateral hopping: 2.00, 1.60, 0.10 eV
hopping length and power: 0.200 nm, 3.5
polar displacement eta*c: 0.0162 nm
hopping on short, long bond: 2.586, 1.475 eV
smallest bulk gap: 3.270 eV
Polarization
polarization quantum e/a^2: 100.136 uC/cm2
reduced polarization, Berry phase: -0.31146
formal P, A...B slab: -31.188 uC/cm2
formal P, B...A slab: 68.948 uC/cm2
formal P, centrosymmetric reference: -50.068 uC/cm2
spontaneous polarization Ps: 18.880 uC/cm2
Transverse constants
improper e31, A...B branch: -92.063 uC/cm2
improper e31, B...A branch: -192.199 uC/cm2
proper e31, A...B slab: -123.252 uC/cm2
proper e31, B...A slab: -123.252 uC/cm2
improper e31 from Ps: -142.131 uC/cm2
proper minus improper from Ps: 18.880 uC/cm2
main results proper, improper, Ps: -1.2325, -1.4213, 0.1888 C/m2
proper e31 from Berry phases: -123.251 uC/cm2
adiabatic current, moving sites: -16.816 uC/cm2
adiabatic current, interband: -106.435 uC/cm2
adiabatic current, sum: -123.252 uC/cm2
frozen coordinates, proper and improper: -0.585, -19.464 uC/cm2
e33, proper and improper: 254.404, 254.404 uC/cm2
Film example
strain, thickness, electrode side: 0.10 %, 500 nm, 100 um
face-charge change, proper: -0.12325 uC/cm2
face-charge change if improper is used: -0.14213 uC/cm2
collected charge, proper: -12.325 pC
collected charge if improper is used: -14.213 pC
relative error of improper value: 15.32 %
Neglected effects (rough inputs)
elastic ratio c13/c33: 0.70
extra face charge, free top: -0.17808 uC/cm2
free-top constants, proper and improper: -301.338, -320.215 uC/cm2
second- and higher-order strain charge: -0.000252 uC/cm2
screening length per electrode, permittivity: 0.05 nm, 100
signal loss by imperfect screening: 1.96 %
depolarizing field magnitude: 0.0418 MV/cm
pyroelectric charge magnitude for 1 K: 0.020 uC/cm2
temperature drift equal to signal: 6.16 K
90-degree switched fraction equal to signal: 0.653 %
temperature, kT: 300 K, 0.0259 eV
all tests passed
```
